**Euclidean propagator from the heat kernel, and the infrared logarithm at d = 2**

The program studies the solution G of (−∇² + κ²)G = δ in d Euclidean dimensions, where r is the distance, κ the inverse Compton length and s the proper time. For κ = 0 and d > 2 the proper-time integral of the heat kernel gives Γ(d/2−1)/(4π^(d/2) r^(d−2)); at d = 2 only differences −(1/2π) ln(r/r₀) survive. The program asserts that direct quadrature agrees with the massive and massless closed forms, and that these forms, including the logarithm, reproduce a unit delta source when integrated against Gaussian test functions. It also asserts the error bound of the small-mass logarithm, the matching of mass and proper-time cutoffs, the small-momentum origin of the divergence, and the continuation in d. The worked example takes two parallel lines with 0.1 elementary charges per angstrom. The output shows their energy per length rising by 1.989 eV/angstrom when the regulating photon rest energy falls from 10⁻³ to 10⁻⁶ eV. The difference between separations of 2 and 10 angstrom settles at 0.4635 eV/angstrom, and a long finite source line gives the same value.

## Verification by program

```python
"""Euclidean propagator from the heat kernel.

Result under test: the solution G of (-Laplacian + kappa^2) G = delta in d
dimensions is the proper-time integral
    G(r) = int_0^inf ds exp(-kappa^2 s) (4 pi s)^(-d/2) exp(-r^2/(4 s)).
For kappa = 0 and d > 2 it equals Gamma(d/2-1) / (4 pi^(d/2) r^(d-2)).
For d = 2 it diverges at large s; only differences -(1/2pi) ln(r/r0) remain.
Symbols: r distance, s proper time (length^2), kappa inverse Compton length,
S upper cutoff on s, L half-length of a finite line of sources.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gamma, gammaincc, exp1, j0, kv

PI = np.pi
EULER = np.euler_gamma
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def panel_integral(func, a, b):
    """Gauss-Legendre quadrature on panels of width at most one."""
    edges = np.linspace(a, b, int(np.ceil(b - a)) + 1)
    half = 0.5 * np.diff(edges)[:, None]
    mid = 0.5 * (edges[1:] + edges[:-1])[:, None]
    return float(np.sum(half * WEIGHTS * func(mid + half * NODES)))


def proper_time(r, d, kappa=0.0, S=None):
    """Direct quadrature of the proper-time integral in u = ln s."""
    centre = np.log(r * r / 4)
    low = centre - 7
    if S is not None:
        high = np.log(S)
    elif kappa > 0:
        high = np.log(800 / kappa**2)
    else:
        high = centre + 40 / (d / 2 - 1)

    def integrand(u):
        exponent = (1 - d / 2) * u - r * r / 4 * np.exp(-u)
        if kappa > 0:
            exponent = exponent - kappa**2 * np.exp(u)
        return np.exp(exponent)
    return (4 * PI)**(-d / 2) * panel_integral(integrand, low, high)


def massless(r, d):
    return gamma(d / 2 - 1) / (4 * PI**(d / 2) * r**(d - 2))


def massive(r, d, kappa):
    nu = d / 2 - 1
    return (2 * PI)**(-d / 2) * (kappa / r)**nu * kv(nu, kappa * r)


def close(a, b, rel=1e-8, absolute=1e-11):
    return abs(a - b) <= absolute + rel * abs(b)


# Heat kernel: momentum integrals against the Gaussian
s, r = 0.3, 1.3
p_max = 12 / np.sqrt(s)
momentum = {
    1: panel_integral(lambda p: np.cos(p*r)*np.exp(-s*p*p)/PI, 0, p_max),
    2: panel_integral(lambda p: p*j0(p*r)*np.exp(-s*p*p)/(2*PI), 0, p_max),
    3: panel_integral(lambda p: p*np.sin(p*r)*np.exp(-s*p*p)/(2*PI**2*r),
                      0, p_max)}
for d, value in momentum.items():
    assert close(value, (4*PI*s)**(-d/2) * np.exp(-r*r/(4*s)))

# Closed forms against proper-time quadrature
for d in (1, 2, 3, 4, 5):
    for r in (0.4, 1.7):
        assert close(proper_time(r, d, 0.8), massive(r, d, 0.8))
for d in (2.1, 2.5, 3, 4, 5):
    for r in (0.4, 1.7):
        assert close(proper_time(r, d), massless(r, d))


# Delta source: integral of G (-Laplacian + kappa^2) f must equal f(0) = 1
def source_strength(green, d, a, kappa=0.0):
    sphere = 2 * PI**(d / 2) / gamma(d / 2)

    def integrand(x):
        operator = 2*a*d - 4*a*a*x*x + kappa**2
        return sphere * x**(d-1) * green(x) * operator * np.exp(-a*x*x)
    return (quad(integrand, 0, 1, limit=200)[0]
            + quad(integrand, 1, 12, limit=200)[0])


for a in (0.7, 2.0):
    for d in (1, 3, 4, 5):
        assert close(source_strength(lambda x: massless(x, d), d, a), 1, 1e-7)
    log_green = lambda x: -np.log(x / 3.0) / (2 * PI)
    assert close(source_strength(log_green, 2, a), 1, 1e-7)
    for d in (1, 2, 3, 4, 5):
        strength = source_strength(lambda x: massive(x, d, 0.8), d, a, 0.8)
        assert close(strength, 1, 1e-7)

# Share of the massless propagator that comes from s < r^2
shares = {}
for d in (4, 3, 2.1):
    shares[d] = proper_time(2.0, d, S=4.0) / proper_time(2.0, d)
    assert close(shares[d], gammaincc(d / 2 - 1, 0.25))
assert shares[4] > shares[3] > shares[2.1]

# Integrating over one coordinate lowers the dimension by one
r = 1.3
line = 2 * quad(lambda z: massless(np.hypot(r, z), 4), 0, np.inf)[0]
assert close(line, massless(r, 3), 1e-7)
line = 2 * quad(lambda z: massive(np.hypot(r, z), 3, 0.8), 0, np.inf)[0]
assert close(line, massive(r, 2, 0.8), 1e-7)

# Two dimensions, mass regulator: logarithm with a bounded error
for z in (0.5, 0.1, 1e-2, 1e-4):
    error = 2*PI*proper_time(1.0, 2, z) + np.log(z/2) + EULER
    assert abs(error) <= z / 2
    folded = panel_integral(lambda v: np.exp(-np.exp(v) - z*z/4*np.exp(-v)),
                            np.log(z/2), np.log(800)) / (2*PI)
    assert close(folded, proper_time(1.0, 2, z))

# Two dimensions, proper-time cutoff: exact form, logarithm, matching to mass
for S in (1e2, 1e6):
    cut = proper_time(r, 2, S=S)
    assert close(cut, exp1(r*r/(4*S)) / (4*PI))
    assert abs(4*PI*cut - np.log(4*S/r**2) + EULER) <= r*r/(4*S) + 1e-10
kappa = 1e-5
matched = proper_time(r, 2, S=np.exp(-EULER) / kappa**2)
assert abs(matched - proper_time(r, 2, kappa)) < 1e-8

# Two dimensions in momentum space: each small-p decade adds ln(10)/(2 pi)
decade = panel_integral(lambda v: j0(r*np.exp(v)) / (2*PI),
                        np.log(1e-6), np.log(1e-5))
assert close(decade, np.log(10) / (2*PI))
# Subtraction removes it; the Gaussian only damps large p (error ~ exp(-25))
subtracted = panel_integral(
    lambda p: (j0(2*p) - j0(p)) / p * np.exp(-0.01*p*p) / (2*PI), 0, 70)
assert close(subtracted, -np.log(2) / (2*PI))

# Continuation in d: pole and finite part at d = 2, and the case d = 1
eps = 1e-4
upper, lower = massless(r, 2 + eps), massless(r, 2 - eps)
finite_part = -(EULER + np.log(PI) + 2*np.log(r)) / (4*PI)
assert abs(eps*(upper - lower)/2 - 1/(2*PI)) < 1e-6
assert abs((upper + lower)/2 - finite_part) < 1e-6
assert close(massless(r, 1), -r/2)
assert abs(proper_time(r, 1, 1e-4) - 1/(2e-4) + r/2) < 1e-4


def finite_line(r, L):
    """Direct sum of 1/(4 pi distance) over a source line, seen at its middle."""
    near = quad(lambda z: 1/np.hypot(r, z), 0, r)[0]
    far = panel_integral(lambda v: np.exp(v)/np.hypot(r, np.exp(v)),
                         np.log(r), np.log(L))
    return 2 * (near + far) / (4*PI)


# Worked example: two parallel charged lines
coulomb = const.e / (4*PI*const.epsilon_0) * 1e10      # eV angstrom
hbar_c = const.hbar * const.c / const.e * 1e10         # eV angstrom
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
density, r1, r2 = 0.1, 2.0, 10.0
prefactor = 4 * PI * density**2 * coulomb              # eV/angstrom
limit = 2 * density**2 * coulomb * np.log(r2 / r1)

print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.5f} eV angstrom")
print(f"hbar c = {hbar_c:.3f} eV angstrom")
print(f"Line charge density = {density:.1f} e/angstrom")
print(f"Separations r1 = {r1:.1f} angstrom, r2 = {r2:.1f} angstrom")
print(f"Massless G, d=3, at r1 = {proper_time(r1, 3):.6f} 1/angstrom")
print(f"Massless G, d=4, at r1 = {proper_time(r1, 4):.6f} 1/angstrom^2")
pair = 4 * PI * coulomb * proper_time(r1, 3)
assert close(pair, coulomb / r1)
print(f"Coulomb energy of two unit charges at r1 = {pair:.4f} eV")
for d, share in shares.items():
    print(f"Share of G from s < r^2, d={d}: {share:.4f} (no unit)")

energies, differences = [], []
for rest_energy in (1.0, 1e-3, 1e-6):
    kappa = rest_energy / hbar_c
    w1 = prefactor * proper_time(r1, 2, kappa)
    w2 = prefactor * proper_time(r2, 2, kappa)
    energies.append(w1)
    differences.append(w1 - w2)
    print(f"Regulator rest energy {rest_energy:.0e} eV:")
    print(f"  range 1/kappa = {1/kappa:.4e} angstrom")
    print(f"  energy per length at r1 = {w1:.6f} eV/angstrom")
    print(f"  energy per length at r2 = {w2:.6f} eV/angstrom")
    print(f"  difference = {w1 - w2:.6f} eV/angstrom")
step = 2 * density**2 * coulomb * np.log(1000)
assert abs(energies[2] - energies[1] - step) < 1e-5
assert abs(differences[0] - limit) > abs(differences[1] - limit)
assert abs(differences[2] - limit) < 1e-8
print(f"Rise at r1, 1e-3 to 1e-6 eV = {energies[2]-energies[1]:.6f} eV/angstrom")

for L in (1e2, 1e4):
    g1, g2 = finite_line(r1, L), finite_line(r2, L)
    assert close(g1, np.arcsinh(L/r1) / (2*PI))
    assert abs(prefactor*(g1 - g2) - limit) < prefactor * (r2/L)**2
    print(f"Finite source line, half-length {L:.0e} angstrom:")
    print(f"  energy per length at r1 = {prefactor*g1:.6f} eV/angstrom")
    print(f"  difference = {prefactor*(g1 - g2):.6f} eV/angstrom")
print(f"Limit 2 lambda^2 ln(r2/r1) = {limit:.6f} eV/angstrom")
print(f"Same limit = {limit*bohr/hartree:.6f} hartree/bohr")
print("all good")
```

Output:

```
Coulomb constant e^2/(4 pi eps0) = 14.39965 eV angstrom
hbar c = 1973.270 eV angstrom
Line charge density = 0.1 e/angstrom
Separations r1 = 2.0 angstrom, r2 = 10.0 angstrom
Massless G, d=3, at r1 = 0.039789 1/angstrom
Massless G, d=4, at r1 = 0.006333 1/angstrom^2
Coulomb energy of two unit charges at r1 = 7.1998 eV
Share of G from s < r^2, d=4: 0.7788 (no unit)
Share of G from s < r^2, d=3: 0.4795 (no unit)
Share of G from s < r^2, d=2.1: 0.0523 (no unit)
Regulator rest energy 1e+00 eV:
  range 1/kappa = 1.9733e+03 angstrom
  energy per length at r1 = 2.018898 eV/angstrom
  energy per length at r2 = 1.555402 eV/angstrom
  difference = 0.463495 eV/angstrom
Regulator rest energy 1e-03 eV:
  range 1/kappa = 1.9733e+06 angstrom
  energy per length at r1 = 4.008282 eV/angstrom
  energy per length at r2 = 3.544775 eV/angstrom
  difference = 0.463507 eV/angstrom
Regulator rest energy 1e-06 eV:
  range 1/kappa = 1.9733e+09 angstrom
  energy per length at r1 = 5.997666 eV/angstrom
  energy per length at r2 = 5.534159 eV/angstrom
  difference = 0.463507 eV/angstrom
Rise at r1, 1e-3 to 1e-6 eV = 1.989385 eV/angstrom
Finite source line, half-length 1e+02 angstrom:
  energy per length at r1 = 1.326285 eV/angstrom
  difference = 0.462818 eV/angstrom
Finite source line, half-length 1e+04 angstrom:
  energy per length at r1 = 2.652513 eV/angstrom
  difference = 0.463507 eV/angstrom
Limit 2 lambda^2 ln(r2/r1) = 0.463507 eV/angstrom
Same limit = 0.009014 hartree/bohr
all good
```
